# The symmetric double-probe characteristic and its zero-bias slope, derived twice: verification in Python

```python
"""
Symmetric floating double probe: test of
    I(V) = I_sat tanh(V/(2 Te)),   dI/dV at V=0 = I_sat/(2 Te).
V    = potential of probe 1 minus potential of probe 2 (volts)
I    = conventional current from probe 1 into the plasma
Te   = electron temperature in volts (numerically eV)
phi  = plasma potential minus probe potential (volts)
I_sat = ion current to each probe; I_e0 = electron current at phi = 0.
The characteristic is found by root solving of the circuit balance with
electron fluxes integrated over the energy distribution, then compared
with the closed formulas. Neglected effects are sized the same way.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.optimize import brentq
from scipy.special import gamma

e, m_e, eps0, k_B = const.e, const.m_e, const.epsilon_0, const.k

# Inputs: rough typical values for a dense inductive argon discharge
Te = 3.0                       # V
density = 5e17                 # m^-3
M = 39.948 * const.atomic_mass
radius, length = 0.5e-3, 5e-3  # m, end face insulated
pressure_mTorr, gas_T = 10.0, 400.0
sigma_ion = 1e-18              # m^2, rough ion-atom cross-section
offset = 0.5                   # V, plasma-potential difference
V_read = 30.0                  # V, bias where saturation is read
area = 2 * np.pi * radius * length

# Gauss-Legendre rule for the energy above the barrier, 0 to 120 eV
nodes, weights = np.polynomial.legendre.leggauss(200)
excess = 60.0 * (nodes + 1)
weights = 60.0 * weights


def maxwell(E):
    return 2 / np.sqrt(np.pi) * Te**-1.5 * np.exp(-E / Te)


def electron_current(phi, distribution=maxwell):
    """Isotropic flux over barrier phi; saturates for phi < 0."""
    barrier = max(phi, 0.0)
    integral = np.sum(weights * excess * distribution(barrier + excess))
    return e * area * density * 0.25 * np.sqrt(2 * e / m_e) * integral


def solve_probe(V, ion, electron=electron_current):
    """Return current and phi of probe 1 from zero total current."""
    def total(phi1):
        return (electron(phi1) - ion(phi1)
                + electron(phi1 + V) - ion(phi1 + V))
    phi1 = brentq(total, -abs(V), 60 + abs(V), xtol=1e-12, rtol=1e-14)
    return electron(phi1) - ion(phi1), phi1


def slope(V, ion, electron=electron_current, h=0.01):
    upper = solve_probe(V + h, ion, electron)[0]
    lower = solve_probe(V - h, ion, electron)[0]
    return (upper - lower) / (2 * h)


# Closed expressions for the ideal model
bohm_speed = np.sqrt(e * Te / M)
I_sat = np.exp(-0.5) * e * density * bohm_speed * area
I_e0 = e * area * density * np.sqrt(e * Te / (2 * np.pi * m_e))
phi_f = Te * (0.5 + 0.5 * np.log(M / (2 * np.pi * m_e)))


def constant_ion(phi):
    return I_sat


def tanh_law(V):
    return I_sat * np.tanh(V / (2 * Te))


# Retarded Maxwellian current, from the energy integral
for phi in (0.0, 4.0, 15.0):
    assert np.isclose(electron_current(phi), I_e0 * np.exp(-phi / Te),
                      rtol=1e-9)

# Orbit count for a cylinder: collection does not depend on sheath size.
# Speeds in sqrt(e Te/m), lengths in probe radii, barrier eta = phi/Te.
eta = 2.0
for edge in (1.2, 2.0):
    def v_min(vt, edge=edge):
        return np.sqrt(2 * eta + (edge**2 - 1) * vt**2)
    flux = dblquad(
        lambda vr, vt: vr * np.exp(-(vr**2 + vt**2) / 2) / (2 * np.pi),
        -8, 8, v_min, lambda vt: v_min(vt) + 9)[0]
    assert np.isclose(edge * flux, np.exp(-eta) / np.sqrt(2 * np.pi),
                      rtol=1e-6)

# Floating drop, characteristic, potential rise and slope
phi_f_num = brentq(lambda p: electron_current(p) - I_sat, 0, 60)
assert np.isclose(phi_f_num, phi_f, rtol=1e-8)
biases = [-6.0, 1.0, 3.0, 6.0, 12.0, 30.0]
solved = {}
for V in biases:
    solved[V], phi1 = solve_probe(V, constant_ion)
    assert np.isclose(solved[V], tanh_law(V), rtol=1e-8)
    rise = Te * np.log(1 + np.tanh(V / (2 * Te)))
    assert np.isclose(phi_f - phi1, rise, atol=1e-7)
slope0 = slope(0.0, constant_ion)
assert np.isclose(slope0, I_sat / (2 * Te), rtol=1e-5)
Te_recovered = I_sat / (2 * slope0)

# Too few electrons: I_e0 = 1.5 ion current, knee at V = Te ln 3
big_ion = I_e0 / 1.5
knee = Te * np.log(3)
below = solve_probe(0.9 * knee, lambda p: big_ion)[0] / big_ion
above = solve_probe(3 * Te, lambda p: big_ion)[0] / big_ion
assert np.isclose(below, np.tanh(0.45 * np.log(3)), rtol=1e-7)
assert np.isclose(above, 0.5, rtol=1e-7)
assert abs(above - np.tanh(1.5)) > 0.3

# Sheath expansion: planar Child-law thickness added to the radius
n_edge = density * np.exp(-0.5)
debye_edge = np.sqrt(eps0 * Te / (e * n_edge))


def sheath(phi):
    drop = max(phi - Te / 2, 0.0)
    return 2**1.25 / 3 * debye_edge * (drop / Te)**0.75


def expanding_ion(phi):
    return I_sat * (1 + sheath(phi) / radius)


# Check thickness by integrating Poisson's equation for cold ions
J_ion = e * n_edge * bohm_speed


def field(U):
    charge = quad(lambda u: J_ion / np.sqrt(2 * e * u / M), 0, U)[0]
    return np.sqrt(2 * charge / eps0)


drop_f = phi_f - Te / 2
thickness = quad(lambda U: 1 / field(U), 0, drop_f)[0]
assert np.isclose(thickness, sheath(phi_f), rtol=1e-5)

phi_f_exp = brentq(lambda p: electron_current(p) - expanding_ion(p), 1, 60)
ion_f = expanding_ion(phi_f_exp)
step = 1e-3
ion_growth = (expanding_ion(phi_f_exp + step)
              - expanding_ion(phi_f_exp - step)) / (2 * step)
slope_exp = slope(0.0, expanding_ion)
assert np.isclose(slope_exp, (ion_f / Te + ion_growth) / 2, rtol=1e-5)
I_read, phi1_read = solve_probe(V_read, expanding_ion)
Te_naive = I_read / (2 * slope_exp)
V_fit = np.linspace(18, V_read, 13)
I_fit = [solve_probe(V, expanding_ion)[0] for V in V_fit]
branch_slope, I_extrap = np.polyfit(V_fit, I_fit, 1)
Te_corrected = I_extrap / (2 * slope_exp - branch_slope)
assert abs(Te_corrected - Te) < 0.3 * abs(Te_naive - Te)

# Depleted tail: Druyvesteyn distribution with the same mean energy
b = (gamma(1.25) / gamma(0.75) / (1.5 * Te))**2
norm = quad(lambda y: 2 * y**2 * np.exp(-b * y**4), 0, 12)[0]


def druyvesteyn(E):
    return np.exp(-b * E**2) / norm


mean_energy = quad(lambda y: 2 * y**4 * druyvesteyn(y**2), 0, 12)[0]
assert np.isclose(mean_energy, 1.5 * Te, rtol=1e-8)


def electron_druy(phi):
    return electron_current(phi, druyvesteyn)


phi_f_druy = brentq(lambda p: electron_druy(p) - I_sat, 0, 60)
tail = druyvesteyn(phi_f_druy + excess)
Te_tail = np.sum(weights * excess * tail) / np.sum(weights * tail)
Te_druy = I_sat / (2 * slope(0.0, constant_ion, electron_druy))
assert np.isclose(Te_druy, Te_tail, rtol=1e-4)

# Offset between the plasma potentials at the two probes
slope_offset = slope(-offset, constant_ion)
assert np.isclose(slope_offset / slope0,
                  1 / np.cosh(offset / (2 * Te))**2, rtol=1e-5)
Te_offset = I_sat / (2 * slope_offset)

# Ion mean free path
pressure = pressure_mTorr * 1e-3 * const.torr
ion_path = k_B * gas_T / (pressure * sigma_ion)

print(f"Te input = {Te:.2f} eV")
print(f"electron density = {density*1e-6:.1e} cm^-3")
print(f"argon pressure = {pressure_mTorr:.0f} mTorr")
print(f"gas temperature = {gas_T:.0f} K")
print(f"probe radius = {radius*1e3:.2f} mm")
print(f"probe length = {length*1e3:.1f} mm")
print(f"probe area = {area*1e6:.2f} mm^2")
print(f"Bohm speed = {bohm_speed*1e-3:.3f} km/s")
print(f"I_sat = {I_sat*1e3:.4f} mA")
print(f"I_e0 = {I_e0*1e3:.1f} mA")
print(f"I_e0/I_sat = {I_e0/I_sat:.1f}")
print(f"floating drop phi_f = {phi_f:.3f} V")
print(f"largest rise Te ln2 = {Te*np.log(2):.3f} V")
for V in biases:
    print(f"V = {V:5.1f} V: solved {solved[V]*1e3:.4f} mA,"
          f" tanh {tanh_law(V)*1e3:.4f} mA")
print(f"zero-bias slope, solved = {slope0*1e3:.5f} mA/V")
print(f"I_sat/(2Te) = {I_sat/(2*Te)*1e3:.5f} mA/V")
print(f"Te recovered = {Te_recovered:.4f} eV")
print(f"tangent meets I_sat at V = {I_sat/slope0:.3f} V")
print(f"electron-poor case: knee = {knee:.3f} V")
print(f"electron-poor case: I/I_sat at 9 V = {above:.4f}")
print(f"tanh value there = {np.tanh(1.5):.4f}")
print(f"sheath-edge Debye length = {debye_edge*1e6:.1f} um")
print(f"sheath at expanded floating point = {sheath(phi_f_exp)*1e6:.1f} um")
print(f"sheath, negative probe, 30 V = "
      f"{sheath(phi1_read+V_read)*1e6:.1f} um")
print(f"expanding: floating drop = {phi_f_exp:.3f} V")
print(f"expanding: ion current at floating = {ion_f*1e3:.4f} mA")
print(f"expanding: dI_i/dphi at floating = {ion_growth*1e3:.5f} mA/V")
print(f"expanding: zero-bias slope = {slope_exp*1e3:.5f} mA/V")
print(f"expanding: current at 30 V = {I_read*1e3:.4f} mA")
print(f"expanding: naive Te = {Te_naive:.3f} eV")
print(f"branch fit 18-30 V: slope = {branch_slope*1e3:.5f} mA/V")
print(f"branch fit: intercept at V=0 = {I_extrap*1e3:.4f} mA")
print(f"expanding: corrected Te = {Te_corrected:.3f} eV")
print(f"Druyvesteyn: mean energy = {mean_energy:.3f} eV")
print(f"Druyvesteyn: floating drop = {phi_f_druy:.3f} V")
print(f"Druyvesteyn: apparent Te = {Te_druy:.3f} eV")
print(f"plasma-potential offset = {offset:.2f} V")
print(f"offset: apparent Te = {Te_offset:.3f} eV")
print(f"ion cross-section (rough) = {sigma_ion*1e4:.0e} cm^2")
print(f"ion mean free path = {ion_path*1e3:.2f} mm")
print("all good")
```

It prints:

```
Te input = 3.00 eV
electron density = 5.0e+11 cm^-3
argon pressure = 10 mTorr
gas temperature = 400 K
probe radius = 0.50 mm
probe length = 5.0 mm
probe area = 15.71 mm^2
Bohm speed = 2.692 km/s
I_sat = 2.0545 mA
I_e0 = 364.7 mA
I_e0/I_sat = 177.5
floating drop phi_f = 15.537 V
largest rise Te ln2 = 2.079 V
V =  -6.0 V: solved -1.5647 mA, tanh -1.5647 mA
V =   1.0 V: solved 0.3393 mA, tanh 0.3393 mA
V =   3.0 V: solved 0.9494 mA, tanh 0.9494 mA
V =   6.0 V: solved 1.5647 mA, tanh 1.5647 mA
V =  12.0 V: solved 1.9806 mA, tanh 1.9806 mA
V =  30.0 V: solved 2.0543 mA, tanh 2.0543 mA
zero-bias slope, solved = 0.34241 mA/V
I_sat/(2Te) = 0.34241 mA/V
Te recovered = 3.0000 eV
tangent meets I_sat at V = 6.000 V
electron-poor case: knee = 3.296 V
electron-poor case: I/I_sat at 9 V = 0.5000
tanh value there = 0.9051
sheath-edge Debye length = 23.4 um
sheath at expanded floating point = 57.9 um
sheath, negative probe, 30 V = 132.8 um
expanding: floating drop = 15.208 V
expanding: ion current at floating = 2.2925 mA
expanding: dI_i/dphi at floating = 0.01302 mA/V
expanding: zero-bias slope = 0.38859 mA/V
expanding: current at 30 V = 2.6001 mA
expanding: naive Te = 3.346 eV
branch fit 18-30 V: slope = 0.01103 mA/V
branch fit: intercept at V=0 = 2.2720 mA
expanding: corrected Te = 2.965 eV
Druyvesteyn: mean energy = 4.500 eV
Druyvesteyn: floating drop = 10.636 V
Druyvesteyn: apparent Te = 1.399 eV
plasma-potential offset = 0.50 V
offset: apparent Te = 3.021 eV
ion cross-section (rough) = 1e-14 cm^2
ion mean free path = 4.14 mm
all good
```
